# Power delivered at turn-on through a network matched to steady plasma

**Problem**

A pulsed inductively coupled plasma is driven at 13.56 MHz by a generator with internal resistance $R_0=50\ \Omega$ and available power $P_{\rm av}=500$ W. Between generator and coil sits a lossless matching network, tuned so that all the available power reaches the load in the steady part of the pulse. The load, meaning the coil together with the plasma, then has the series impedance $Z=R+jX=5+j100\ \Omega$.

When the next pulse begins, the plasma is weak. The series resistance is five times smaller, $R'=1\ \Omega$, the reactance is still $100\ \Omega$, and the network has not been retuned. What fraction of the available power is delivered?

Voltages and currents are rms phasors with time factor $e^{j\omega t}$. "Turn-on" means the short interval in which the circuit has already reached its sinusoidal response but the plasma has hardly changed. Whether such an interval exists is examined below.

**A tempting solution**

In the steady state the load takes 500 W in a resistance of $5\ \Omega$, so the coil current obeys

$$
I^2=\frac{P_{\rm av}}{R}=\frac{500\ \text{W}}{5\ \Omega}=100\ \text{A}^2,\qquad I=10\ \text{A}.
$$

Generator and network are the same at turn-on, and the coil impedance is almost entirely the unchanged reactance. The current should therefore still be 10 A, and the power should be $I^2R'=100$ W, one fifth of what is available.

**Where it fails**

Nothing in the circuit holds the coil current fixed. It is set by generator, network and load together. The large reactance of the coil does not stabilize it, because the tuned network cancels that reactance. What remains to limit the current is resistance, and this is what has changed.

A different load exposes the contradiction. If the current stayed at 10 A for every load resistance, a load of $10\ \Omega$ would receive $10^2\times10=1000$ W. The generator has only 500 W available, and a lossless network cannot supply the difference. We need the impedance that the network presents to the coil.

**The source seen by the coil**

First, the available power. A generator of rms emf $V_g$ and internal resistance $R_0$, connected to an input impedance $R_{\rm in}+jX_{\rm in}$, delivers

$$
P=\frac{|V_g|^2R_{\rm in}}{(R_0+R_{\rm in})^2+X_{\rm in}^2}\le\frac{|V_g|^2}{4R_0}=P_{\rm av},
$$

because $(R_0+R_{\rm in})^2=4R_0R_{\rm in}+(R_0-R_{\rm in})^2\ge4R_0R_{\rm in}$. A lossless network passes on, averaged over a cycle, the power it draws. Hence no passive load at its output can receive more than $P_{\rm av}$.

Generator and network are linear, so at this frequency they act on the coil as an emf $V_T$ in series with an impedance $Z_T=R_T+jX_T$ (Thévenin's theorem). An ideal current source, the case assumed in the tempting solution, has no such form, but it is excluded: it would give unlimited power to a large resistance. For a load $R_L+jX_L$ the current is $V_T/(Z_T+Z_L)$, and the power is

$$
P=\frac{|V_T|^2R_L}{(R_T+R_L)^2+(X_T+X_L)^2}.
$$

The resistance $R_T$ must be positive. If it were zero or negative, we could choose $X_L=-X_T$ and let $R_L$ approach $-R_T$ from above; the power would then grow without limit, against the bound just found.

Now rewrite the denominator with the same identity as before:

$$
(R_T+R_L)^2+(X_T+X_L)^2=4R_TR_L+(R_T-R_L)^2+(X_T+X_L)^2 .
$$

The last two terms are squares. Therefore

$$
P\le\frac{|V_T|^2}{4R_T},
$$

with equality for the single load $R_L=R_T$, $X_L=-X_T$.

This maximum cannot exceed $P_{\rm av}$, since no load receives more than that. It cannot be smaller either, since the steady plasma load does receive $P_{\rm av}$. The two are equal, and the steady load must be the one that attains the maximum. This gives

$$
R_T=R,\qquad X_T=-X,\qquad |V_T|^2=4R\,P_{\rm av}.
$$

The coil sees a source whose resistance is that of the steady plasma load, $5\ \Omega$, not the $50\ \Omega$ of the generator. The argument used no particular layout of the network, only that it is linear, lossless and matched.

**The delivered fraction**

Keep this source and connect the load $R'+jX'$. Dividing the power by $P_{\rm av}$ gives

$$
F=\frac{4RR'}{(R+R')^2+(X'-X)^2}.
$$

With $X'=X$ and $k=R/R'$, divide numerator and denominator by $R'^2$:

$$
F=\frac{4k}{(k+1)^2}.
$$

For $k=5$,

$$
F=\frac{4\times5}{6^2}=\frac{20}{36}=\frac59\approx0.556 .
$$

The plasma load receives $0.556\times500\ \text{W}=278$ W, not 100 W. The other 222 W is reflected at the network input.

The formula is unchanged when $k$ is replaced by $1/k$: a resistance five times too large gives the same fraction. For a small mismatch, $k=1+\varepsilon$, it gives

$$
F=1-\left(\frac{k-1}{k+1}\right)^2\approx1-\frac{\varepsilon^2}{4},
$$

whereas the constant-current argument gives $1/k\approx1-\varepsilon$. The loss must begin at second order because the matched load sits at a maximum of the power. For a very weak plasma, $k\gg1$, the fraction becomes $F\approx4/k$. It does fall in proportion to $R'$ there, but it is four times the constant-current value.

**The same result in an explicit network**

Take a capacitor in series with the coil and a second capacitor across the generator terminals. Let the series capacitor reduce the coil reactance from $100\ \Omega$ to $X_s$. The branch admittance is

$$
\frac1{R+jX_s}=\frac{R-jX_s}{R^2+X_s^2}.
$$

Its real part must equal $1/R_0$, so $R^2+X_s^2=RR_0$ and

$$
X_s=\sqrt{R(R_0-R)}=\sqrt{5\times45}\ \Omega=15\ \Omega .
$$

The series capacitor must therefore supply $-85\ \Omega$, which at 13.56 MHz means 138 pF. The branch admittance is $(5-j15)/250=0.02-j0.06$ S. The shunt capacitor cancels the imaginary part with $+0.06$ S, which means 704 pF.

Looking back from the coil with the emf set to zero, we see the generator resistance in parallel with the shunt capacitor, followed by the series capacitor:

$$
Z_T=\frac1{0.02+j0.06}-j85=(5-j15)-j85=5-j100\ \Omega .
$$

This is the conjugate of the steady load, as required. The source emf is $|V_T|=\sqrt{4\times5\times500}=100$ V. In the steady state the reactances cancel and the current is $100/(5+5)=10$ A. At turn-on they still cancel, and the current is

$$
I'=\frac{100\ \text{V}}{(5+1)\ \Omega}=16.7\ \text{A},\qquad I'^2R'=278\ \text{W}.
$$

In general, $I'^2R'=FP_{\rm av}$ and $I^2R=P_{\rm av}$ give

$$
\frac{I'}{I}=\sqrt{kF}=\frac{2k}{k+1},
$$

which is $5/3$ here and tends to 2 for a vanishing plasma resistance. Less power arrives, yet the current is larger. The peak coil voltage $\sqrt2\,I|Z|$ rises with it, from 1.42 kV to 2.36 kV. At the same available power and unchanged reactance, coil insulation and series capacitor are thus stressed more at turn-on than in the steady state. A reactance shift reduces the settled current; with a rise of $10\ \Omega$ both settled voltages would be below their steady values, although both would briefly exceed their steady peaks while the circuit rings up, the coil voltage by about 10 % and the capacitor voltage by 1 to 2 %.

**What the generator meter shows**

For a generator of internal resistance $R_0$ on a line of impedance $R_0$, the forward power equals $P_{\rm av}$. The reflected share is

$$
|\Gamma|^2=1-F=\left(\frac{k-1}{k+1}\right)^2=\frac49,\qquad |\Gamma|=\frac23 .
$$

The standing-wave ratio is $(1+\tfrac23)/(1-\tfrac23)=5$, the factor by which the resistance changed.

A generator may instead be regulated to a set forward power, and its internal resistance need not be $50\ \Omega$. The reflection coefficient at the network input depends on the network and its load, not on the generator. The delivered share of the forward power is therefore still $1-|\Gamma|^2=5/9$. A direct solution of the circuit with a $20\ \Omega$ source gives the same share, 0.556. If the generator lowers its forward power to protect itself, the watts fall but this share does not.

**If the resistance is a parallel one**

The load may instead be described by a parallel resistance and a parallel reactance, with admittance $Y=1/Z=G+jB$. The formula can be translated using $R=G/|Y|^2$, $R'=G'/|Y'|^2$ and

$$
Z'+Z^*=\frac1{Y'}+\frac1{Y^*}=\frac{Y^*+Y'}{Y'Y^*}.
$$

Since $F=4RR'/|Z'+Z^*|^2$, the factors $|Y|^2|Y'|^2$ cancel, leaving

$$
F=\frac{4GG'}{(G+G')^2+(B'-B)^2}.
$$

A parallel resistance five times smaller at unchanged parallel reactance means $G'=5G$, $B'=B$, and again $F=20/36=5/9$. The load is physically different, but the fraction is the same. In both cases the resistance and the unchanged reactance belong to the same representation. Mixing the two changes the result slightly: with the series resistance five times smaller and the parallel reactance unchanged, the fraction is 0.5547 instead of 0.5556.

**How far the assumptions hold**

*Unchanged reactance.* This condition is delicate, because a small relative change of the reactance can be comparable with the resistances. In a transformer picture the plasma is a secondary loop with resistance $R_p$ and inductance $L_p$, coupled to the coil by a mutual inductance $M$. It adds to the coil impedance

$$
\frac{\omega^2M^2}{R_p+j\omega L_p}=\frac{\omega^2M^2(R_p-j\omega L_p)}{R_p^2+\omega^2L_p^2}.
$$

The plasma thus lowers the coil reactance. With $L_p$ and $M$ held fixed, a weaker plasma has a larger $R_p$ and lowers it less, so the reactance rises at turn-on. Suppose, as a rough figure, that it rises by 2 %, or $2\ \Omega$. Then

$$
F=\frac{20}{36+2^2}=0.50 .
$$

The scale for this sensitivity is $R+R'=6\ \Omega$, not the coil reactance. A shift of $6\ \Omega$, only 6 % of $X$, doubles the denominator and halves the fraction.

The figure of $2\ \Omega$ does not hold for every plasma. By the expression above, the plasma lowers the reactance by its series resistance times $\omega L_p/R_p$. If the series resistance falls from 5 to $1\ \Omega$ because $R_p$ grows, with $L_p$ and $M$ fixed, a rise of $2\ \Omega$ belongs to a steady plasma with $R_p\approx2.4\,\omega L_p$. For a steady plasma with $R_p=\omega L_p$ the rise is $4.9\ \Omega$ and $F=0.33$. For $R_p=0.5\,\omega L_p$ it is $9.9\ \Omega$ and $F=0.15$, less than the constant-current value. These figures leave out electron inertia, which adds to the plasma loop a reactance $R_p\,\omega/\nu$ that grows with $R_p$, where $\nu$ is the effective electron collision frequency. With it, the fall from 5 to $1\ \Omega$ raises the reactance by at least $4\,\omega/\nu\ \Omega$. A rise of only $2\ \Omega$ then needs $\nu\ge2\omega\approx1.7\times10^{8}\ \text{s}^{-1}$; for $\nu=\omega$ the fraction is at most 0.38, and for $\nu=\omega/2$ at most 0.20. The result $5/9$ therefore applies to a real source only if its reactance shift is small compared with $6\ \Omega$.

*Lossless circuit.* A coil quality factor of 200, again a rough figure, means a winding resistance $r=100/200=0.5\ \Omega$. Let the network be rematched to the total steady resistance of $5.5\ \Omega$. The plasma then receives $5/5.5=0.91$ of the available power in the steady state. At turn-on the total resistance is $1.5\ \Omega$, of which the plasma contributes $1\ \Omega$, so its fraction is

$$
F_p=\frac{4\times5.5\times1.5}{(5.5+1.5)^2}\times\frac{1}{1.5}=\frac{22}{49}=0.45 .
$$

The winding matters more at turn-on because its resistance is then half that of the plasma. With the $2\ \Omega$ reactance rise as well, the denominator becomes $49+4=53$ and $F_p=22/53=0.42$.

*Separation of times.* Near resonance the current envelope of a series circuit with inductance $L$ and total resistance $R+R'$ approaches its final value with time constant $2L/(R+R')$. For the coil inductance of 1.17 µH this is 0.39 µs, and the natural modes of the full network give the same to two digits. After switch-on, the delivered power stays within 5 % of its final value from 1.5 µs onward, about 20 rf cycles. If the plasma resistance grows by a factor $e$ in 20 µs, an assumed value, it reaches $1.08\ \Omega$ by then, and the settled fraction for that resistance is 0.58 instead of 0.56. Around that time the turn-on fraction therefore describes the delivered power to about 5 %; afterwards the growing plasma resistance moves the power away from it. It would lose its meaning if the plasma changed within a microsecond.

*Stray capacitance.* Suppose 10 pF between coil and plasma carries the full coil voltage, which is an upper estimate for that capacitance. The displacement current at turn-on is then 1.4 A, or 9 % of the coil current. The model leaves out this path and any power it couples into the plasma. The effect on tuning is larger than the 9 % suggests: 10 pF across the coil raises the load reactance by about $9\ \Omega$, more than the $6\ \Omega$ scale. An unchanged capacitance is tuned out and leaves the fraction at 0.556, but one that is 8 pF at turn-on lowers the reactance by $2\ \Omega$ and, taken alone, gives 0.50.

**Comparison with a real source**

A frequency of 13.56 MHz, a few hundred watts, a coil reactance near $100\ \Omega$ and a plasma resistance of a few ohms are rough but reasonable values for a laboratory-scale inductive etch source. The factor of five is given by the problem. After a long off-time the plasma may be much weaker, and $k$ correspondingly larger. Real sources depart from both the constant reactance and the lossless circuit. For the rough values above, these two departures together move the plasma's fraction from 0.56 to 0.42, a reduction of about one quarter. Both results remain well above the 0.20 of the constant-current argument, but the second depends on the assumed reactance shift: with $7\ \Omega$ instead of $2\ \Omega$ it would be $22/(49+49)=0.22$, and with $10\ \Omega$ it would be $22/(49+100)=0.15$, below the constant-current value. At the low pressures of etch sources the electron collision frequency is often comparable with $\omega$ or smaller, so electron inertia makes a shift larger than $2\ \Omega$ likely, and 0.42 should be read as an optimistic figure. The numerical output below lists the values for the $2\ \Omega$ shift.

## Table of computed values

```
Frequency: 13.56 MHz
Generator resistance: 50 ohm
Available power: 500 W
Steady load: R = 5.0 ohm, X = 100.0 ohm
Turn-on load: R' = 1.0 ohm, X' = 100.0 ohm
Shunt capacitor: 704.2 pF
Series capacitor: 138.1 pF
Coil inductance: 1.174 uH
Network output impedance: 5.000 -100.000j ohm
Delivered fraction, formula: 0.5556
Delivered fraction, circuit equations: 0.5556
Delivered fraction, time domain: 0.5556
Share of forward power, 20 ohm source: 0.5556
Delivered fraction, parallel-load case: 0.5556
Largest error, random lossless networks: 8.8e-15
Delivered power: 277.8 W
Reflected power: 222.2 W
Reflection magnitude: 0.6667
Standing-wave ratio: 5.000
Coil current, steady: 10.00 A rms
Coil current, turn-on: 16.67 A rms
Coil current ratio: 1.6667
Coil peak voltage, steady: 1.416 kV
Coil peak voltage, turn-on: 2.357 kV
Assumed coil quality factor: 200
Winding resistance: 0.50 ohm
Plasma fraction with winding loss, steady: 0.9091
Plasma fraction with winding loss, turn-on: 0.4490
Assumed reactance rise: 2.0 ohm
Fraction with reactance rise only: 0.5000
Plasma fraction with both effects: 0.4151
Reactance shift that halves the fraction: 6.0 ohm
Amplitude ring-up time, circuit modes: 0.386 us
Ring-up estimate 2L/(R+R'): 0.391 us
Time to stay within 5 % of final power: 1.47 us
Assumed resistance e-folding time: 20 us
Plasma resistance after settling time: 1.077 ohm
Fraction for that resistance: 0.5831
Assumed stray capacitance: 10 pF
Stray current, upper estimate: 1.42 A rms
Stray current / coil current: 0.0852
```
